# Charged Supercells with Band Carriers: Which Charge Enters the Image Correction

A supercell calculation with one electron removed has converged, and a charge-transition level is to be read from its total energy. Should the image correction for charge \(+e\) be added first? The decision can move the level by tens of meV, and the number of electrons in the input does not settle it. What matters is where the missing electron came from. If it left a localised defect state, the correction is needed. If it left the top of the valence band, then in a mean-field calculation, where the hole is a charge density spread over the cell, the correction creates an error where there was almost none.

## A cell with \(q=1\) and no charged defect

Take a cubic cell of side \(L\) and volume \(\Omega=L^3\), with nominal charge \(qe\), where \(e>0\). A uniform background of charge density \(-qe/\Omega\) makes it neutral. The host screens with relative permittivity \(\varepsilon_r\), and the cell average of the electrostatic potential is set to zero. The usual leading correction, to be added to the cell energy, is

\[
q^2E_{\rm im}(L),\qquad E_{\rm im}(L)=\frac{\alpha e^2}{8\pi\varepsilon_0\varepsilon_rL},
\]

where \(\alpha=2.8373\) is the Madelung constant of the simple-cubic lattice, defined with a positive sign.

The counter-example is a lattice model with round parameters: spacing 0.4 nm, \(\varepsilon_r=10\), and one orbital per site carrying a Gaussian charge. The valence band has hopping \(t=0.5\) eV. One hole is solved self-consistently in the Hartree mean field, including its self-repulsion. The defect is a single site that attracts the hole by 0.5 eV, which turns out to be too weak to bind it.

Let \(E_h\) be the energy of the cell with the hole minus that of the neutral cell. Removing an electron from the valence-band edge \(\varepsilon_V\) costs \(-\varepsilon_V\), which is \(-6t\) in this model. The level \((+/0)\) is the Fermi energy at which the two charge states have equal formation energy:

\[
E(+1)+\varepsilon_F=E(0)\quad\Rightarrow\quad \varepsilon_F-\varepsilon_V=-E_h-\varepsilon_V=-6t-E_h .
\]

A positive correction to \(E_h\) therefore lowers the level. The model gives:

| \(L\) (nm) | \(E_{\rm im}\) (meV) | level, uncorrected (meV) | level, "corrected" (meV) |
|---|---|---|---|
| 2.4 | 85.1 | 2.8 | −82.3 |
| 3.2 | 63.8 | 1.2 | −62.6 |
| 4.0 | 51.1 | 0.6 | −50.5 |
| 4.8 | 42.6 | 0.4 | −42.2 |

Levels are measured from the valence-band edge. At \(L=3.2\) nm the last column is \(1.2-63.8=-62.6\) meV.

The uncorrected level is already close to its limit, zero. Its small remainder falls as \(1/\Omega\): doubling \(L\) from 2.4 to 4.8 nm should divide 2.8 meV by eight, giving 0.35 meV, and the model gives 0.36 meV. This is what a short-range attraction does to a spread-out hole, whose probability of being at the defect site is proportional to \(1/\Omega\). The "corrected" level lies inside the valence band and drifts as \(1/L\), so the correction has introduced the very size dependence it was meant to remove.

For comparison, deepen the attraction to 4.5 eV. The hole is now bound, while \(q\) is still 1. At \(L=3.2\) nm the uncorrected level is 1546.6 meV above the band edge, and the correction gives \(1546.6-63.8=1482.8\) meV. A separate calculation with open boundaries, which has no images, gives 1483.2 meV. The same correction is right here and wrong above, although the two cells have the same nominal charge.

## The general statement

Let \(Q\) be the localised charge in units of \(e\), and let the remaining \(q-Q\) be carriers in an extended host-band state at the band edge. Let \(E_{\rm dilute}\) be the energy of the isolated charge \(Qe\) plus those carriers at the band edge, far away from it. If the carrier density is nearly uniform over the cell,

\[
E_{\rm cell}=E_{\rm dilute}-Q^2E_{\rm im}(L)+E_{\rm resp}+O(L^{-3}).
\]

Here \(E_{\rm resp}\) is the energy gained when the carriers respond weakly to the localised charge. It vanishes for \(Q=0\), and it is shown below to be independent of \(L\) at leading order. To this order the usual correction is valid only if \(Q^2=q^2\).

The assumptions are linear static screening, fixed atoms, a localised charge much smaller than the cell, and a mean-field description in which the electrostatic energy is that of the smeared carrier density, self-repulsion included, as in the Hartree model used here. The last assumption is essential. If a carrier is instead a point particle in a many-body Ewald Hamiltonian, it interacts with its own images and background wherever it is, which costs \(-E_{\rm im}\) however far its wavefunction spreads. With one band carrier the coefficient of \(-E_{\rm im}\) is then \(Q^2+1\), and the statement above does not apply.

## Proof

**The nominal charge cancels.** Let \(g(\mathbf r)\) be the shape of the localised charge, normalised to one. The charge added to the neutral host is the sum of the localised part, the carriers and the background:

\[
\rho=e\left[Qg+\frac{q-Q}{\Omega}-\frac{q}{\Omega}\right]
=eQ\left[g-\frac1\Omega\right].
\]

The band carriers neutralise their own share of the background. What remains is a charge \(Qe\) with a background that compensates \(Qe\).

**Its energy in the periodic cell.** Let \(v(\mathbf r)\) be the zero-average periodic potential of a unit point charge with its background:

\[
-\varepsilon_0\varepsilon_r\nabla^2v=\delta(\mathbf r)-\frac1\Omega
\quad\text{within one cell.}
\]

The potential of \(\rho\) is \(\phi(\mathbf r)=eQ\int g(\mathbf r')\,v(\mathbf r-\mathbf r')\,d^3r'\), and its average is also zero. In the energy \(\tfrac12\int_\Omega\rho\phi\,d^3r\) the uniform term \(-eQ/\Omega\) therefore contributes nothing, and

\[
E_{\rm per}=\frac{e^2Q^2}{2}\iint g(\mathbf r)g(\mathbf r')\,v(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\]

Now separate the Coulomb potential of the charge itself from that of its images and the background:

\[
v(\mathbf r)=\frac{1}{4\pi\varepsilon_0\varepsilon_r r}+w(\mathbf r).
\]

The first term gives the isolated self-energy, which belongs to \(E_{\rm dilute}\). The finite-size error comes from \(w\), which is smooth near the origin. By scaling, \(w(0)\) is proportional to \(1/L\), and this defines the Madelung constant:

\[
w(0)=-\frac{\alpha}{4\pi\varepsilon_0\varepsilon_rL}.
\]

An Ewald sum gives \(\alpha=2.8373\). Inversion symmetry of the lattice removes the linear term in \(w\), and cubic symmetry makes the quadratic term isotropic, so \(w=w(0)+cr^2+O(r^4/L^5)\). Away from the images, \(w\) has only the background as its source:

\[
-\varepsilon_0\varepsilon_r\nabla^2w=-\frac1\Omega
\quad\Rightarrow\quad 6c=\frac{1}{\varepsilon_0\varepsilon_r\Omega},
\]

because \(\nabla^2r^2=6\). With the origin at the centre of the charge, the average of \(|\mathbf r-\mathbf r'|^2\) over both densities is \(2\langle r^2\rangle\), since the cross term vanishes. Hence

\[
\begin{aligned}
E_{\rm per}-E_{\rm iso}
&=\frac{e^2Q^2}{2}\left[-\frac{\alpha}{4\pi\varepsilon_0\varepsilon_rL}
+\frac{2\langle r^2\rangle}{6\varepsilon_0\varepsilon_r\Omega}\right]+O(L^{-5})\\
&=-Q^2E_{\rm im}+\frac{Q^2e^2\langle r^2\rangle}{6\varepsilon_0\varepsilon_r\Omega}+O(L^{-5}).
\end{aligned}
\]

For the deep hole \(\langle r^2\rangle=0.052\) nm². Including the second term at \(L=3.2\) nm changes the corrected level from 1482.8 to 1483.2 meV, the open-boundary value.

**The fine structure of the band state.** A band-edge density is not strictly uniform, because it varies within each primitive cell of the host. Write it as \(u(\mathbf r)\), normalised to one carrier per supercell. Its Fourier coefficients \(u_{\mathbf b}=\int_\Omega u\,e^{-i\mathbf b\cdot\mathbf r}d^3r\) are non-zero only at reciprocal vectors \(\mathbf b\) of the host, and they do not depend on \(L\). The extra interaction with the localised charge is

\[
\frac{e^2Q(q-Q)}{\varepsilon_0\varepsilon_r\Omega}\sum_{\mathbf b\ne0}\frac{u_{\mathbf b}\,g_{\mathbf b}^*}{b^2},
\]

which is proportional to \(1/\Omega\). The carriers' interaction with their own fine structure is \(\frac{e^2(q-Q)^2}{2\varepsilon_0\varepsilon_r\Omega}\sum_{\mathbf b\ne0}|u_{\mathbf b}|^2/b^2\), also proportional to \(1/\Omega\). Neither changes the \(1/L\) term.

**The response of the carrier.** Consider one carrier of effective mass \(m^*\), at first uniform, near a compact charge \(Qe\). Its first-order Coulomb energy is zero because the average potential is zero. The potential couples the uniform state to plane waves with wavevector \(\mathbf G\), a reciprocal vector of the supercell. The matrix elements are \(\pm e^2Q/(\varepsilon_0\varepsilon_r\Omega G^2)\), and the excitation energies are \(\hbar^2G^2/2m^*\). Second-order perturbation theory gives

\[
E_{\rm resp}=-\left(\frac{e^2Q}{\varepsilon_0\varepsilon_r}\right)^2\frac{2m^*}{\hbar^2\Omega^2}\sum_{\mathbf G\neq0}\frac1{G^6}.
\]

With \(\mathbf G=2\pi\mathbf n/L\), where \(\mathbf n\) is a vector of integers, \(G^{-6}=L^6/[(2\pi)^6n^6]\). This cancels \(\Omega^2=L^6\):

\[
E_{\rm resp}=-\left(\frac{e^2Q}{\varepsilon_0\varepsilon_r}\right)^2\frac{2m^*}{\hbar^2(2\pi)^6}\sum_{\mathbf n\neq0}\frac1{n^6}.
\]

The result does not depend on \(L\) or on the sign of the carrier. It is the leading term when \(L\) is small compared with the effective Bohr radius defined below. The matrix elements scale as \(1/L\) and the excitation energies as \(1/L^2\), so the third-order energy grows as \(L\). The finite size of the charge, or a short-range attraction at the defect, changes the second-order response by terms of order \(L^{-2}\); at third order it adds terms proportional to \(1/L\), which are smaller than these by a factor of order \(L/a^*\), with \(a^*\) the effective Bohr radius. In the general statement \(E_{\rm resp}\) stands for the whole response, including these smaller terms. This completes the proof within the stated regime.

The same perturbation theory shows where the regime ends. With the effective Bohr radius \(a^*=4\pi\varepsilon_0\varepsilon_r\hbar^2/(m^*e^2)\) and \(\sum_{\mathbf n\neq0}n^{-6}\approx8.40\), the ratio \(|E_{\rm resp}|/E_{\rm im}\) for \(|Q|=1\) is \(8.40\,L/(\pi^4\alpha a^*)\approx0.03\,L/a^*\), which grows with \(L\) but with a small prefactor. The density departs from uniformity faster. To first order an attracted carrier has \(\Omega n(\mathbf r)=1+\frac{L}{\pi^3a^*}\sum_{\mathbf n\neq0}n^{-4}\cos(2\pi\,\mathbf n\cdot\mathbf r/L)\). At the point farthest from the charge the sum is about \(-3.9\), so the density there is reduced by a fraction of about \(0.12\,L/a^*\). Once \(L\) reaches a few \(a^*\), an attracted carrier can no longer be treated as nearly uniform.

## A neutral cell can need the correction

The statement also applies when \(q=0\). Let a fixed donor core of charge \(+e\) share the cell with one conduction electron of effective mass \(0.0595\,m_e\). Its effective Bohr radius is 8.9 nm, larger than every cell considered. The electron therefore spreads through the cell, and \(Q=1\) although \(q=0\).

Let \(E_+\) be the energy of the isolated ionised core and \(\varepsilon_C\) the conduction-band edge. Apart from terms of order \(L^{-3}\),

\[
E(+1)=E_+-E_{\rm im},\qquad
E(0)=E_++\varepsilon_C-E_{\rm im}+E_{\rm resp}.
\]

Both cells carry the same image error, so it cancels in the donor level:

\[
E(0)-E(+1)=\varepsilon_C+E_{\rm resp}.
\]

If only the nominally charged cell is corrected, the result is instead

\[
E(0)-\left[E(+1)+E_{\rm im}\right]=\varepsilon_C+E_{\rm resp}-E_{\rm im}.
\]

At \(L=3.2\) nm, treating both cells alike puts the level 0.8 meV below the band edge. Correcting only the charged cell puts it at \(-0.8-63.8=-64.6\) meV, which looks like a bound donor state. The hydrogenic effective-mass depth for these parameters is 8.1 meV. The apparent binding is unrelated to it and shrinks to 43.3 meV at \(L=4.8\) nm. The consistent treatment does not give the hydrogenic depth either. These cells are too small to contain the bound orbit, and the Hartree self-repulsion kept in the model, being a positive term, would weaken the binding even in a large cell.

Replacing the electron by a band hole of the same mass gives \(q=2\) and still \(Q=1\). The usual correction at \(L=3.2\) nm would be \(4\times63.8=255\) meV, whereas the image term of this cell is 63.8 meV.

The coefficient of \(-E_{\rm im}\) can be fitted to the total energies of the four cell sizes:

| Cell | \(q^2\) | \(Q^2\) | fitted |
|---|---|---|---|
| deep hole | 1 | 1 | 0.987 |
| band hole | 1 | 0 | 0.001 |
| donor and band electron | 0 | 1 | 0.999 |
| donor and band hole | 4 | 1 | 1.001 |

The fit includes a constant and an \(L^{-3}\) term. The deep-hole value is 1.3% below one. With both terms of the formula applied, the level in the smallest cell still lies 0.3 meV above the open-boundary value, while the three larger cells agree with it to about 0.01 meV; the fit has no term that describes this deviation.

## Finding the localised charge

Two diagnostics are available without any correction scheme.

The first is the carrier density \(n_{\rm far}\) at the point farthest from the defect, averaged over the host's primitive cell. A uniform carrier has \(\Omega n_{\rm far}=1\), and a well-localised one has \(\Omega n_{\rm far}\approx0\). The localised part of one carrier is therefore estimated by \(1-\Omega n_{\rm far}\), to which any fixed core charge is added with the proper signs. At \(L=3.2\) nm this gives \(Q=1.00\) for the deep hole and 0.02 for the band hole.

For the donor with its band electron the estimate is 0.95. The missing 0.05 is the gentle accumulation of the electron around the core. It should not be squared and put into the \(1/L\) term: its energy is \(E_{\rm resp}\), which is nearly independent of \(L\) in these cells, and the fitted coefficient is indeed 0.999. When the estimate lies close to an integer, the integer is the charge to use. An estimate far from any integer is a warning that the carrier is no longer nearly uniform, and that the separation into localised and uniform parts may fail.

The second diagnostic is dispersion. If the sampled wavevector is displaced by \(\mathbf k\) from the band extremum, a band carrier costs an additional

\[
E_{\rm fill}=\frac{\hbar^2k^2}{2m^*},
\]

for a parabolic, isotropic band. This is the band-filling error. For a Bloch phase of \(\pi/2\) across the cell along each axis, \(k^2=3(\pi/2L)^2\), so the error scales as \(1/L^2\). With the valence mass \(0.476\,m_e\) and \(L=3.2\) nm the formula gives 57.8 meV. The band hole in the model rises by 57.6 meV, and the deep hole changes by about 0.01 meV.

Band filling must be removed separately, by subtracting \(E_{\rm fill}\) from the cell energy. The image correction cannot stand in for it. At the displaced wavevector the uncorrected band-hole level is \(1.2-57.6=-56.4\) meV. Adding \(E_{\rm im}\) to the hole energy moves it to about \(-120\) meV, further from the band edge.

## When the carrier binds

The classification belongs to a particular cell and not only to a material. An electron attracted by a donor core binds once the cell is large enough compared with its orbit. The neutral cell then has \(Q=0\), and its \(1/L\) error disappears.

The model shows this limit with a very heavy electron, of hopping 0.05 eV. Its formal Bohr radius, 0.11 nm, is below the lattice spacing, so the effective-mass formula does not apply and the number does not describe the orbit. The density far from the core is negligible. Between \(L=3.2\) and 4.8 nm the energy changes by 0.2 meV, whereas a localised charge \(Q=1\) would give \(63.84-42.56=21.28\) meV. For a shallow donor in the crossover, where the electron has gathered strongly around the core but the cell does not yet contain its orbit, neither limit applies, and no choice of integer \(Q\) repairs the energy.

A cell with \(q=1\) and \(Q=0\) also has a limit of meaning. It describes the neutral defect and a hole at the band edge, so its level near \(\varepsilon_V\) reports the band edge and not the energy of a positively charged defect. If the chosen functional places a defect level inside the valence band by mistake, no electrostatic correction can recover the missing charge state. The electronic structure has to be put right first, and the localised charge determined again.

The numerical check tests the fitted coefficients, the open-boundary comparison, the band-filling energy and the heavy-carrier limit.

## Computed results

```
lattice spacing 0.4 nm, Gaussian width 0.1 nm
relative permittivity 10
hopping: valence 0.50, light 4.00, heavy 0.05 eV
defect depth: deep 4.5, weak 0.5 eV
cubic Madelung constant 2.837297
valence effective mass 0.476 m_e
light effective mass 0.0595 m_e
light carrier: Bohr radius 8.89 nm, hydrogenic depth 8.10 meV
case: q, Q_loc at L = 3.2 nm, fitted 1/L weight
  deep hole: 1, 1.000, 0.9869
  band hole: 1, 0.018, 0.0013
  donor + band electron: 0, 0.954, 0.9988
  donor + band hole: 2, 0.955, 1.0006
L (nm), unit-charge image correction (meV)
  2.4, 85.12
  3.2, 63.84
  4.0, 51.07
  4.8, 42.56
deep hole, isolated: level above VBM 1483.24 meV
deep hole, isolated: mean r^2 0.0517 nm^2
deep level above VBM (meV): L (nm), raw, 1/L corrected, with 1/L^3 too
  2.4, 1567.53, 1482.42, 1483.54
  3.2, 1546.61, 1482.77, 1483.25
  4.0, 1534.06, 1482.99, 1483.24
  4.8, 1525.65, 1483.10, 1483.24
band-hole level above VBM (meV): L (nm), raw, wrongly corrected
  2.4, 2.79, -82.33
  3.2, 1.19, -62.64
  4.0, 0.62, -50.45
  4.8, 0.36, -42.20
donor level relative to CBM (meV): L (nm), both cells treated alike, only ionised cell corrected
  2.4, -0.84, -85.96
  3.2, -0.77, -64.60
  4.0, -0.74, -51.81
  4.8, -0.74, -43.30
shifted k, L = 3.2 nm: band hole rises 57.62 meV
shifted k: effective-mass prediction 57.83 meV
shifted k: deep hole changes 0.0127 meV
heavy electron: Bohr radius 0.111 nm, localised fraction at L = 4.8 nm 1.0000
heavy electron: energy change, L = 3.2 to 4.8 nm, 0.246 meV
same change if Q_loc were 1: 21.28 meV
```
